\section*{Ambipolar Oxygen Flux in a Growing Oxide Scale}

\section{Two carriers and their driving forces}

\textbf{Q:} A metal is covered by a compact oxide, and oxygen gas lies outside. You say the oxide grows because oxygen ions move inward. Ions are charged, so why not simply write their flux as conductivity times field?

\textbf{A:} Because the composition also varies across the scale, and ions respond to both. Let $x=0$ be the gas face and $x=L$ the metal face, at uniform temperature $T$. The mobile species are O$^{2-}$ ions and electrons. Cations are fixed, and fluxes are measured relative to their lattice. With $e>0$ and electric potential $\phi$, the electrochemical potentials per particle are
\begin{equation}
\eta_O=\mu_{\mathrm{O}^{2-}}-2e\phi,\qquad \eta_e=\mu_e-e\phi .
\end{equation}
I use SI units, which are natural for conductivities and thicknesses. For small gradients, and without cross coefficients between ions and electrons, each particle flux is proportional to its own gradient, $j=-M\eta'$, where a prime means $d/dx$.

\textbf{Q:} What fixes $M$?

\textbf{A:} The partial conductivity. In a uniform sample with field $E=-\phi'$, a species of charge $ze$ has $\eta'=ze\phi'=-zeE$. Its current density is $ze\,j=z^2e^2ME$, which must equal $\sigma E$. Hence $M=\sigma/(z^2e^2)$, and
\begin{equation}
j_O=-\frac{\sigma_i}{4e^2}\,\eta_O',\qquad
j_e=-\frac{\sigma_e}{e^2}\,\eta_e' ,
\label{fluxes}
\end{equation}
with $\sigma_i$ the ionic and $\sigma_e$ the electronic conductivity. The 4 is the square of the ionic charge number.

\textbf{Q:} Neither $\eta_O$ nor $\eta_e$ is something I can set with a gas. Where does oxygen pressure enter?

\textbf{A:} Through the reaction $\mathrm{O}+2e^-\rightleftharpoons\mathrm{O}^{2-}$, assumed to be in equilibrium at each point. Then
\begin{equation}
\mu_O=\eta_O-2\eta_e=\mu_{\mathrm{O}^{2-}}-2\mu_e .
\label{equilibrium}
\end{equation}
The terms $-2e\phi$ and $+2e\phi$ cancel, as they must for a neutral atom. For an ideal gas, $\mu_O=\tfrac12\mu_{\mathrm{O}_2}=\text{const}+\tfrac12k_BT\ln p$. Inside the oxide, $p$ is the pressure of a gas that would be in equilibrium with that point; no gas need be present there.

\section{Neutrality and the missing current}

\textbf{Q:} You will now set the current to zero. Is that the same assumption as neutrality?

\textbf{A:} No. Charge conservation reads $\partial\rho/\partial t+\partial i/\partial x=0$. If $\rho$ stays negligible, the current density $i$ is uniform in $x$, but it may still have any value. A second fact sets that value: the scale is not part of a closed external circuit, and the gas carries no charge away. Therefore
\begin{equation}
i=-2e\,j_O-e\,j_e=0\quad\Longrightarrow\quad j_e=-2j_O .
\label{zero}
\end{equation}
Two electrons travel to the gas face for each ion that travels to the metal.

\textbf{Q:} Suppose the currents do not balance at some instant. What restores the balance?

\textbf{A:} The field does. With no external current, conduction and displacement currents cancel: $i+\epsilon\,\partial E/\partial t=0$, where $\epsilon$ is the permittivity. Over times so short that the composition is frozen, $i=(\sigma_i+\sigma_e)E+\text{const}$, so
\begin{equation}
\frac{\partial i}{\partial t}=(\sigma_i+\sigma_e)\frac{\partial E}{\partial t}
=-\frac{\sigma_i+\sigma_e}{\epsilon}\,i .
\end{equation}
An imbalance decays in the time $\epsilon/(\sigma_i+\sigma_e)$. This must be short compared with the growth time.

\textbf{Q:} Then eliminate the field, and show me each factor of two.

\textbf{A:} Insert Eq.~(\ref{fluxes}) into $2j_O+j_e=0$ and multiply by $-e^2$:
\begin{equation}
\frac{\sigma_i}{2}\eta_O'+\sigma_e\eta_e'=0
\quad\Longrightarrow\quad
\eta_e'=-\frac{\sigma_i}{2\sigma_e}\,\eta_O' .
\label{etae}
\end{equation}
The derivative of Eq.~(\ref{equilibrium}) gives
\begin{equation}
\eta_O'=\mu_O'+2\eta_e'=\mu_O'-\frac{\sigma_i}{\sigma_e}\eta_O' .
\end{equation}
Collecting the terms in $\eta_O'$,
\begin{equation}
\eta_O'=\frac{\sigma_e}{\sigma_i+\sigma_e}\,\mu_O',\qquad
\eta_e'=-\frac{t_i}{2}\,\mu_O',\qquad
t_i=\frac{\sigma_i}{\sigma_i+\sigma_e},
\label{split}
\end{equation}
where $t_i$ is the ionic transport number. Putting $\eta_O'$ into the ion flux yields
\begin{equation}
j_O=-\frac{\sigma_a}{4e^2}\,\mu_O',\qquad
\sigma_a=\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e} .
\label{wagner}
\end{equation}
This is the ambipolar oxygen flux. It is positive, toward the metal, when $\mu_O$ falls toward the metal.

\textbf{Q:} The total conductivity is a sum, as for parallel resistors. Why does a series combination appear here?

\textbf{A:} An applied voltage drives both carriers to add their currents. Here each transported oxygen atom needs an ion and two electrons, so both carriers must pass and share the available driving force. If $\sigma_e\gg\sigma_i$, then $\sigma_a\simeq\sigma_i$; if $\sigma_i\gg\sigma_e$, then $\sigma_a\simeq\sigma_e$. A perfect ionic conductor without electronic conduction would stop growing.

\textbf{Q:} Does the internal field supply energy for the transport?

\textbf{A:} Not in total. The free energy dissipated per volume and time is
\begin{equation}
-j_O\eta_O'-j_e\eta_e'=-j_O(\eta_O'-2\eta_e')=-j_O\mu_O'
=\frac{\sigma_a}{4e^2}(\mu_O')^2\ge0 .
\end{equation}
It all comes from the drop in oxygen chemical potential. The field transfers driving force between the carriers.

\textbf{Q:} What if holes carry some of the electronic current?

\textbf{A:} With electron--hole equilibrium, $\eta_h=-\eta_e$. The hole current is $e j_h=-(\sigma_h/e)\eta_h'=(\sigma_h/e)\eta_e'$, while the electron current is $-e j_e=(\sigma_e/e)\eta_e'$. They have the same form, so $\sigma_e$ is replaced by $\sigma_e+\sigma_h$ and Eq.~(\ref{wagner}) keeps its shape.

\section{From a local law to a flux through the scale}

\textbf{Q:} You have a gradient at a point. I know only the oxygen activity at the two faces.

\textbf{A:} If the scale grows slowly compared with its internal adjustment, $j_O$ is nearly uniform in $x$. This is the quasi-steady approximation. Integrating Eq.~(\ref{wagner}) from gas to metal and reversing the limits,
\begin{align}
j_OL&=-\frac1{4e^2}\int_0^L\sigma_a\mu_O'\,dx
=\frac1{4e^2}\int_{\mu_O(L)}^{\mu_O(0)}\sigma_a\,d\mu_O \nonumber\\
&=\frac{k_BT}{8e^2}\int_{p_m}^{p_g}\sigma_a\,d\ln p .
\label{integral}
\end{align}
The last step uses $d\mu_O=\tfrac12k_BT\,d\ln p$. Here $p_g$ and $p_m$ are the equilibrium pressures at the gas and metal faces. The integral is independent of $L$ if the face activities are fixed and $\sigma_a$ depends on $p$ alone. The latter needs local defect equilibrium, uniform doping and neutrality.

\textbf{Q:} There is no current, yet $\eta_e$ has a gradient. Would a voltmeter see it?

\textbf{A:} Yes, with reversible electronic contacts at the two faces. From Eq.~(\ref{split}),
\begin{equation}
\eta_e(L)-\eta_e(0)=-\frac12\int_0^Lt_i\mu_O'\,dx
=\frac{k_BT}{4}\int_{p_m}^{p_g}t_i\,d\ln p .
\label{voltage}
\end{equation}
For $t_i=1$ this is the Nernst result with four electrons per O$_2$ molecule. Electrons have the higher electrochemical potential at the metal, and so flow toward the gas.

\textbf{Q:} And if I join those contacts with a perfect wire?

\textbf{A:} Then $\eta_e(L)=\eta_e(0)$, and Eq.~(\ref{zero}) no longer holds inside the oxide. In a steady state $j_e$ is uniform, so $\eta_e(L)-\eta_e(0)=-e^2j_e\int_0^Ldx/\sigma_e=0$ requires $j_e=0$: the wire carries the electrons. Consequently $\eta_e'=0$ and $\eta_O'=\mu_O'$, so $\sigma_i$ replaces $\sigma_a$ in Eq.~(\ref{integral}). The zero-current condition thus changes the predicted flux.

\section{A defect model}

\textbf{Q:} I would like to see the law reduce to ordinary diffusion. Which defects do you choose?

\textbf{A:} Oxygen vacancies of charge $+2e$ and density $c$, electrons of density $n$, and fixed acceptors of charge $-e$ and uniform density $A$. Holes are omitted. Neutrality is
\begin{equation}
2c=n+A .
\end{equation}
Adding an oxygen ion removes a vacancy, so $\eta_O=\text{const}-\eta_V$. For dilute defects without mutual interactions, $\eta_V=\text{const}+k_BT\ln c+2e\phi$ and $\eta_e=\text{const}+k_BT\ln n-e\phi$. Equation~(\ref{equilibrium}) becomes
\begin{equation}
\mu_O=\text{const}-k_BT\ln(cn^2),\qquad cn^2p^{1/2}=\text{const}.
\label{mass}
\end{equation}
The Nernst--Einstein relation gives $\sigma_i=4e^2cD_V/k_BT$ and $\sigma_e=e^2nD_e/k_BT$, with defect diffusion coefficients $D_V$ and $D_e$. Thus
\begin{equation}
\frac{\sigma_a}{4e^2}=\frac1{k_BT}\,\frac{cD_V\,nD_e}{4cD_V+nD_e} .
\end{equation}
Since $A$ is uniform, $n'=2c'$, and
\begin{equation}
-\mu_O'=k_BT\left(\frac{c'}c+\frac{2n'}n\right)
=k_BT\,\frac{n+4c}{cn}\,c' .
\end{equation}
Multiplying these two expressions,
\begin{equation}
j_O=D_{\mathrm{chem}}\,c',\qquad
D_{\mathrm{chem}}=\frac{D_VD_e(n+4c)}{4cD_V+nD_e} .
\label{dchem}
\end{equation}
The sign is positive because oxygen moves against the vacancies, whose density rises toward the metal.

\textbf{Q:} Take away the acceptors.

\textbf{A:} Then $n=2c$, and
\begin{equation}
D_{\mathrm{chem}}=\frac{6cD_VD_e}{4cD_V+2cD_e}
=\frac{3D_VD_e}{2D_V+D_e}\;\longrightarrow\;3D_V
\quad(D_e\gg D_V).
\end{equation}
Fast electrons triple the vacancy diffusion coefficient in this model. Mass action gives $4c^3p^{1/2}=\text{const}$, so $c=Bp^{-1/6}$ with $B$ constant, and
\begin{equation}
j_OL=3D_VB\left(p_m^{-1/6}-p_g^{-1/6}\right)\quad(D_e\gg D_V).
\end{equation}
When $p_g\gg p_m$ by enough decades to make the second term small, raising the gas pressure hardly changes the growth rate. The opposite doped limit, $n\ll A$ with $nD_e\ll4cD_V$, gives $D_{\mathrm{chem}}\simeq D_e$: electrons are then the scarce carrier.

\textbf{Q:} Which way does the field point? You eliminated it without showing it.

\textbf{A:} Write $F=eE/k_BT$. The vacancy flux is $j_V=-D_V(c'-2cF)=-j_O$, and the electron flux is $j_e=-D_e(n'+nF)=-2j_O$. Therefore
\begin{equation}
c'=\frac{j_O}{D_V}+2cF,\qquad n'=\frac{2j_O}{D_e}-nF .
\end{equation}
Neutrality requires $n'=2c'$, and solving for $F$ gives
\begin{equation}
F=-\frac{2j_O}{n+4c}\left(\frac1{D_V}-\frac1{D_e}\right).
\label{field}
\end{equation}
For $D_e>D_V$ the field points toward the gas. Its force on any negative charge is toward the metal: it helps the oxygen ions and retards the electrons.

\textbf{Q:} A varying field needs charge. Has neutrality contradicted itself?

\textbf{A:} It is an approximation whose size can be found. Gauss's law is $\epsilon E'=e(2c-n-A)$. Measure densities in units of $A$, length in $L$, and field in $k_BT/(eL)$, marking scaled quantities by a hat. Then
\begin{equation}
2\hat c-\hat n-1=\left(\frac{\lambda}{L}\right)^2
\frac{d\hat E}{d\hat x},\qquad
\lambda=\sqrt{\frac{\epsilon k_BT}{e^2A}} .
\label{poisson}
\end{equation}
For $L\gg\lambda$ a small charge density supports the field. How small is small enough? At fixed $\mu_O$ the product $cn^2$ is fixed, so a change $\delta n=n\psi$ goes with $\delta c=-2c\psi$, and the charge is $2\delta c-\delta n=-(n+4c)\psi$. The relative error $\psi$ in $n$ is therefore the right side divided by $\hat n+4\hat c$, up to sign. The right side must be small compared with $\hat n+4\hat c$, not with $\hat n$ alone: where electrons are scarce, the vacancies carry most of the charge.

\section{Numbers for a model oxide}

\textbf{Q:} Give me a case in which neither conductivity can be ignored everywhere.

\textbf{A:} Consider an unnamed dioxide MO$_2$ at 1200 K with $A=10^{26}\ \mathrm{m^{-3}}$, $D_V=10^{-14}\ \mathrm{m^2/s}$, $D_e=50D_V$ and relative permittivity 20. The face pressures are 1 bar and $10^{-8}$ bar, and $n=0.03A$ at the gas face fixes the mass-action constant. These are chosen values. At such densities the interactions between charged defects, neglected here, would matter in a real oxide, so the numbers illustrate the equations and are not predictions for a material. The electrons should be pictured as hopping between cation sites, of which they occupy under 1\%; for band electrons of free-electron mass, the density reached at the metal face would be close to the effective density of states, $2\times10^{26}\ \mathrm{m^{-3}}$, and the dilute form of $\eta_e$ would fail. Neutrality there gives $c=(0.03+1)A/2=0.515A$. The conductivities are $3.192\times10^{-6}$ S/m for ions and $2.324\times10^{-6}$ S/m for electrons, so
\begin{equation}
\sigma_a=\frac{3.192\times2.324}{3.192+2.324}\times10^{-6}
=1.345\times10^{-6}\ \mathrm{S/m}.
\end{equation}
The ionic transport number is 0.579 at this face and 0.058 at the metal face, where $\sigma_a=8.21\times10^{-6}$ S/m. Integration over pressure gives
\begin{equation}
j_OL=5.563\times10^{12}\ \mathrm{m^{-1}s^{-1}} .
\end{equation}
At $L=1\ \mu$m the flux is $5.563\times10^{18}\ \mathrm{m^{-2}s^{-1}}$. The ionic and electronic currents are each $2ej_O=1.78\ \mathrm{A/m^2}$ in size, and opposite.

\textbf{Q:} Which carrier limits this scale?

\textbf{A:} Mostly the ions, but not everywhere. With $\sigma_i$ alone the integral is $6.780\times10^{12}\ \mathrm{m^{-1}s^{-1}}$, which is $6.780/5.563=1.22$ times the ambipolar value. This integral is also the value of $j_OL$ with the ideal wire. With $\sigma_e$ alone the integral is $5.436\times10^{13}\ \mathrm{m^{-1}s^{-1}}$, nearly ten times too large. Near the gas, however, electrons conduct less well than ions.

\textbf{Q:} Is the pressure at mid-scale the geometric mean, $10^{-4}$ bar?

\textbf{A:} No, it is $3.1\times10^{-6}$ bar. Since $j_O$ is uniform, $|\mu_O'|$ is proportional to $1/\sigma_a$, and $\sigma_a$ is smaller on the gas side. The gas-side half therefore takes $\ln(1/3.1\times10^{-6})=12.7$ of the total $\ln10^8=18.4$.

\textbf{Q:} Yet $D_{\mathrm{chem}}$ is largest at the gas face. Is that consistent with a small $\sigma_a$?

\textbf{A:} Yes. Equation~(\ref{dchem}) gives there
\begin{equation}
\frac{D_{\mathrm{chem}}}{D_V}
=\frac{50(0.03+4\times0.515)}{4\times0.515+50\times0.03}
=29.4 ,
\end{equation}
against 3.86 at the metal face. A small change of $c$ makes a large relative change of the scarce electrons, and hence of $\mu_O$. This outweighs the low conductivity. Integrating $D_{\mathrm{chem}}$ over vacancy density reproduces the pressure integral, a test of the conversion between the two forms.

\textbf{Q:} How thick must the scale be before I may trust neutrality?

\textbf{A:} Here $\lambda=1.07$ nm. The coupled transport and Gauss equations were solved without assuming neutrality inside the scale, but with zero current and neutral end points imposed. Relative to Eq.~(\ref{integral}), the flux is 1.7\% higher at 10 nm, 0.20\% at 30 nm, 0.018\% at 100 nm and 0.002\% at 300 nm. From 30 to 300 nm the deviation falls by about a factor of 100, as the factor $L^{-2}$ in Eq.~(\ref{poisson}) suggests. Charged interface layers are left out, so these figures are not a general accuracy limit for thin oxides.

\textbf{Q:} Does that calculation confirm the potentials as well?

\textbf{A:} At 300 nm it gives an electron electrochemical potential difference, divided by $e$, of 102.8 mV, in agreement with Eq.~(\ref{voltage}). The electric potential is 321.4 mV higher at the metal face. These differ because electron density also contributes:
\begin{equation}
103.41\ln\frac{1.8148}{0.0300}-321.4=102.8\ \mathrm{mV}.
\end{equation}
The prefactor is $k_BT/e$ in mV. The mid-scale field, $-1.007\times10^6$ V/m, agrees with Eq.~(\ref{field}). The relaxation time of a current imbalance at the gas face is $3.2\times10^{-5}$ s, far below the hour of growth considered next.

\section{Growth and its limits}

\textbf{Q:} How does the flux become a thickness?

\textbf{A:} New oxide forms at the metal face. Let $N$ be the number of MO$_2$ units per volume. To leading order in $c/N$, each unit volume of new oxide needs $2N$ oxygen atoms:
\begin{equation}
2N\frac{dL}{dt}=j_O,\qquad
L\frac{dL}{dt}=\frac{j_OL}{2N}\equiv k,\qquad L^2=2kt ,
\end{equation}
for $L=0$ at $t=0$. With $N=2.5\times10^{28}\ \mathrm{m^{-3}}$,
\begin{equation}
k=\frac{5.563\times10^{12}}{5.0\times10^{28}}
=1.11\times10^{-16}\ \mathrm{m^2/s},
\end{equation}
and after 3600 s the thickness is $\sqrt{2k\times3600\ \mathrm{s}}=0.895\ \mu$m. The law is applied from $L=0$ for simplicity, although it does not describe the first nanometres.

\textbf{Q:} The flux cannot be strictly uniform while the vacancy profile stretches.

\textbf{A:} Correct. Oxygen conservation gives $\partial c/\partial t=\partial j_O/\partial x$. At fixed $x$, $c$ falls as the metal face recedes, so some oxygen fills vacancies on its way and $j_O$ decreases toward the metal. Against this, new oxide needs only $2N-c(L)$ oxygen atoms per volume. The moving-boundary solution with both effects gives a $k$ that is 0.20\% larger than the quasi-steady one. The reduced oxygen content alone would give $c(L)/2N=1.407\times10^{26}/(5.0\times10^{28})=0.28\%$; vacancy filling removes the rest.

\textbf{Q:} What if the gas cannot supply oxygen to the surface quickly enough?

\textbf{A:} Then the oxide face is not in equilibrium with the gas. Take a surface rate $j_O=R[\mu_g-\mu_O(0)]$, with $\mu_g$ the gas value and $R$ a constant, and let $\sigma_a$ be constant. The scale obeys $j_O=\sigma_a[\mu_O(0)-\mu_m]/(4e^2L)$, with $\mu_m$ the value at the metal face. Adding the two potential drops gives
\begin{equation}
j_O=\frac{\mu_g-\mu_m}{1/R+4e^2L/\sigma_a} .
\end{equation}
For $L\ll\sigma_a/(4e^2R)$ the flux is independent of $L$ and growth is linear in time. For much thicker scales the transport term dominates and the parabolic law returns. As long as $L\gg\lambda$, the local law~(\ref{wagner}) holds in both regimes; what changes is the activity at the gas face.

\section*{Computed values}
\begin{verbatim}
temperature: 1200 K; kT/e: 103.41 mV
acceptor density A: 1.00e+26 m^-3
formula units N: 2.50e+28 m^-3
D_V: 1.00e-14 m^2/s; D_e: 5.00e-13 m^2/s
relative permittivity: 20.0
oxygen pressure, gas side: 1.0e+00 bar
oxygen pressure, metal side: 1.0e-08 bar
gas side: p = 1.000e+00 bar
  c/A = 0.5150, n/A = 0.0300
  s_ion = 3.192e-06 S/m, s_el = 2.324e-06 S/m
  ambipolar conductivity = 1.345e-06 S/m
  ionic transport number = 0.5787
  D_chem/D_V = 29.354
mid-scale: p = 3.095e-06 bar
  c/A = 0.7889, n/A = 0.5779
  s_ion = 4.890e-06 S/m, s_el = 4.477e-05 S/m
  ambipolar conductivity = 4.408e-06 S/m
  ionic transport number = 0.0985
  D_chem/D_V = 5.825
metal side: p = 1.000e-08 bar
  c/A = 1.4074, n/A = 1.8148
  s_ion = 8.722e-06 S/m, s_el = 1.406e-04 S/m
  ambipolar conductivity = 8.213e-06 S/m
  ionic transport number = 0.0584
  D_chem/D_V = 3.862
flux times thickness, j_O L: 5.5627e+12 m^-1 s^-1
same integral with s_ion alone: 6.7797e+12 m^-1 s^-1
same integral with s_el alone: 5.4362e+13 m^-1 s^-1
j_O L from D_chem: 5.5627e+12 m^-1 s^-1
oxygen flux at L = 1 micrometre: 5.5627e+18 m^-2 s^-1
size of each partial current there: 1.7825 A/m^2
length sqrt(eps kT/(e^2 A)): 1.069 nm
charge relaxation time, gas side: 3.21e-05 s
PNP flux / Wagner flux at 10 nm: 1.016684
PNP flux / Wagner flux at 30 nm: 1.002021
PNP flux / Wagner flux at 100 nm: 1.000185
PNP flux / Wagner flux at 300 nm: 1.000021
electron potential difference/e, Wagner: 102.83 mV
electron potential difference/e, PNP: 102.83 mV
electric potential, metal minus gas: 321.40 mV
mid-scale field at 300 nm, PNP: -1.0066e+06 V/m
mid-scale field at 300 nm, neutral: -1.0066e+06 V/m
growth constant k in L^2 = 2kt: 1.1125e-16 m^2/s
k with vacancy storage / k: 1.002005
thickness after 1 h: 0.8950 um
\end{verbatim}
